# The intrinsic anomalous Nernst conductivity and its Mott relation: verification in Python

```python
"""Intrinsic anomalous Nernst conductivity of a two-dimensional crystal.
Result under test: alpha_xy = sum_n int d2k/(2 pi)^2 Omega_n s_n, and
alpha_xy -> -(pi^2 T/3) d sigma_xy/d mu at low T.
Omega: Berry curvature, s: entropy per state, sigma_xy = -sum int Omega f.
Convention: j_i = sigma_ij E_j - alpha_ij d_j T, electron charge -1.
Units: e = hbar = k_B = 1, energies and T in hartree, lattice constant 1
(the lattice constant cancels from sigma, alpha, M and total currents).
Model: H = c*g + A sin kx sx + A sin ky sy + (m + b*g) sz,
g = 2 - cos kx - cos ky, with Pauli matrices sx, sy, sz.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import entr, expit

A, b, m, c = 0.05, 0.05, -0.02, 0.01
mu, T = 0.03, 0.001
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
one = np.eye(2)


def bands(kx, ky):
    """Upper and lower energy, upper-band curvature, orbital moment."""
    g = 2 - np.cos(kx) - np.cos(ky)
    dx, dy, dz = A * np.sin(kx), A * np.sin(ky), m + b * g
    d = np.sqrt(dx**2 + dy**2 + dz**2)
    triple = (A**2 * dz * np.cos(kx) * np.cos(ky)
              - A * b * (dx * np.sin(kx) * np.cos(ky)
                         + dy * np.sin(ky) * np.cos(kx)))
    return c * g + d, c * g - d, -triple / (2 * d**3), -triple / (2 * d**2)


def bloch(kx, ky):
    g = 2 - np.cos(kx) - np.cos(ky)
    return (c * g * one + A * np.sin(kx) * sx + A * np.sin(ky) * sy
            + (m + b * g) * sz)


def velocity_x(kx):
    return A * np.cos(kx) * sx + b * np.sin(kx) * sz + c * np.sin(kx) * one


def upper_state(kx, ky):
    return np.linalg.eigh(bloch(kx, ky))[1][:, 1]


def entropy(x):
    return entr(expit(x)) + entr(expit(-x))


# Brillouin-zone grid; the grid mean is int d2k/(2 pi)^2
n_grid = 1000
k_line = 2 * np.pi * np.arange(n_grid) / n_grid
e_up, e_low, curv, moment = bands(k_line[:, None], k_line[None, :])


def alpha_xy(mu_, T_):
    return np.mean(curv * (entropy((e_up - mu_) / T_)
                           - entropy((e_low - mu_) / T_)))


def curvature_filling(mu_, T_):
    return np.mean(curv * (expit((mu_ - e_up) / T_)
                           - expit((mu_ - e_low) / T_)))


def m_curv(mu_, T_):
    return T_ * np.mean(curv * (np.logaddexp(0, (mu_ - e_up) / T_)
                                - np.logaddexp(0, (mu_ - e_low) / T_)))


def m_moment(mu_, T_):
    return np.mean(moment * (expit((mu_ - e_up) / T_)
                             + expit((mu_ - e_low) / T_)))


# Curvature from a Berry phase; moment from a finite-wavevector current
kx0, ky0, q = 0.4, 0.3, 1e-3
curv0, moment0 = [float(v) for v in bands(kx0, ky0)[2:]]
corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
loop = [upper_state(kx0 + q * i / 2, ky0 + q * j / 2) for i, j in corners]
product = np.prod([np.vdot(loop[i], loop[(i + 1) % 4]) for i in range(4)])
assert abs(-np.angle(product) / q**2 / curv0 - 1) < 1e-4
u_plus, u_minus = upper_state(kx0, ky0 + q / 2), upper_state(kx0, ky0 - q / 2)
element = np.vdot(u_minus, velocity_x(kx0) @ u_plus) * np.vdot(u_plus, u_minus)
assert abs(-element.imag / q / moment0 - 1) < 1e-4


# Anomalous velocity from the time-dependent Schroedinger equation
def velocity_shift(field, tau=3000.0, steps=3000):
    dt = tau / steps
    psi = upper_state(kx0, ky0)

    def ky_at(t):
        return ky0 - field * (t / 2 - tau * np.sin(np.pi * t / tau)
                              / (2 * np.pi))
    for i in range(steps):
        h = bloch(kx0, ky_at((i + 0.5) * dt))
        h = h - 0.5 * np.trace(h) * one
        d = np.sqrt(-np.linalg.det(h).real)
        psi = np.cos(d * dt) * psi - 1j * np.sin(d * dt) / d * (h @ psi)
    u = upper_state(kx0, ky_at(tau))
    v = velocity_x(kx0)
    return (np.vdot(psi, v @ psi) - np.vdot(u, v @ u)).real


field = 1e-5
shift = (velocity_shift(field) - velocity_shift(-field)) / 2
assert abs(shift / (field * curv0) - 1) < 5e-3

# Wall integral, thermal moments, temperature and mu derivatives
wall = quad(lambda v: expit(-(v - 0.7)), 0, 60, epsabs=1e-11)[0]
assert abs(wall - np.logaddexp(0, 0.7)) < 1e-8
area = quad(entropy, -60, 60, points=[0], epsabs=1e-11)[0]
assert abs(area - np.pi**2 / 3) < 1e-8
fourth = quad(lambda x: x**4 * expit(x) * expit(-x), -60, 60,
              points=[0], epsabs=1e-10)[0]
assert abs(fourth - 7 * np.pi**4 / 15) < 1e-7
alpha = alpha_xy(mu, T)
step = 1e-6
slope_T = (m_curv(mu, T + step) - m_curv(mu, T - step)) / (2 * step)
assert abs(slope_T / alpha - 1) < 1e-5
slope_mu = (m_curv(mu + step, T) - m_curv(mu - step, T)) / (2 * step)
assert abs(slope_mu / curvature_filling(mu, T) - 1) < 1e-5

# Strip: edge currents from open ribbons, interior from a periodic ring
T_cold, T_hot = 0.010, 0.012
n_kx = 48
hop = -0.5 * b * sz - 0.5 * c * one + A / 2j * sy


def chain(kx, n, periodic):
    g = 2 - np.cos(kx)
    site = c * g * one + A * np.sin(kx) * sx + (m + b * g) * sz
    shift_matrix = np.eye(n, k=1)
    if periodic:
        shift_matrix[n - 1, 0] = 1
    bond = np.kron(shift_matrix, hop)
    return np.kron(np.eye(n), site) + bond + bond.conj().T


n_open, n_ring = 60, 120
upper_edge = np.zeros(2)
ring_current = np.zeros(n_ring)
T_site = ((T_hot + T_cold) / 2 - (T_hot - T_cold) / 2
          * np.cos(2 * np.pi * np.arange(n_ring) / n_ring))
beta = np.repeat(1 / T_site, 2)
for kx in 2 * np.pi * np.arange(n_kx) / n_kx:
    v = velocity_x(kx)
    energy, states = np.linalg.eigh(chain(kx, n_open, False))
    half = states.reshape(n_open, 2, -1)[n_open // 2:]
    v_half = np.sum(half.conj() * np.matmul(v, half), axis=(0, 1)).real
    for i, temp in enumerate((T_cold, T_hot)):
        upper_edge[i] -= np.sum(expit((mu - energy) / temp) * v_half) / n_kx
    # local equilibrium, then removal of interband coherences
    h = chain(kx, n_ring, True)
    local = 0.5 * (beta[:, None] + beta) * (h - mu * np.eye(2 * n_ring))
    x, w = np.linalg.eigh(local)
    rho = (w * expit(-x)) @ w.conj().T
    energy, states = np.linalg.eigh(h)
    same_band = (energy[:, None] > 0) == (energy > 0)
    rho = states.conj().T @ rho @ states * same_band
    rho = states @ rho @ states.conj().T
    blocks = rho.reshape(n_ring, 2, n_ring, 2)
    for y in range(n_ring):
        ring_current[y] -= np.trace(v @ blocks[y, :, y, :]).real / n_kx

for i, temp in enumerate((T_cold, T_hot)):
    m_bulk = m_curv(mu, temp) + m_moment(mu, temp)
    assert abs(upper_edge[i] / -m_bulk - 1) < 1e-5
lower_edge_cold = -upper_edge[0]
interior = ring_current[:n_ring // 2 + 1].sum()
strip_total = lower_edge_cold + interior + upper_edge[1]
nodes, weights = np.polynomial.legendre.leggauss(4)
temps = (T_hot + T_cold) / 2 + (T_hot - T_cold) / 2 * nodes
strip_formula = -(T_hot - T_cold) / 2 * sum(
    wt * alpha_xy(mu, t) for wt, t in zip(weights, temps))
interior_formula = m_moment(mu, T_hot) - m_moment(mu, T_cold)
# finite wavelength of the temperature wave leaves errors of order q^2
assert abs(interior - interior_formula) < 0.02 * abs(strip_formula)
assert abs(strip_total / strip_formula - 1) < 0.02


# Zero-temperature curvature flux of the upper-band Fermi pocket
def pocket_flux(energy):
    energy = np.atleast_1d(energy)
    theta = 2 * np.pi * np.arange(96) / 96
    lo = np.zeros((energy.size, theta.size))
    hi = np.full_like(lo, 1.8)
    for _ in range(55):
        mid = (lo + hi) / 2
        e = bands(mid * np.cos(theta), mid * np.sin(theta))[0]
        below = e < energy[:, None]
        lo, hi = np.where(below, mid, lo), np.where(below, hi, mid)
    xr, wr = np.polynomial.legendre.leggauss(40)
    r = lo[..., None] * (xr + 1) / 2
    omega = bands(r * np.cos(theta)[:, None], r * np.sin(theta)[:, None])[2]
    radial = np.sum(omega * r * wr, axis=-1) * lo / 2
    return radial.mean(axis=1) / (2 * np.pi)


edge = e_up.min()
top = mu + 28 * T
xe, we = np.polynomial.legendre.leggauss(80)
en = (top + edge) / 2 + (top - edge) / 2 * xe
z = (en - mu) / T
# the filled lower band adds a constant, whose first moment vanishes
alpha_energy = np.sum(we * z * expit(z) * expit(-z) * pocket_flux(en))
alpha_energy *= (top - edge) / 2 / T
assert abs(alpha_energy / alpha - 1) < 1e-6

flux_fit = np.polynomial.Chebyshev.interpolate(
    pocket_flux, 20, domain=[0.024, 0.036])
sigma_gap = np.mean(curv)  # lower-band curvature is minus the upper one
assert abs(abs(2 * np.pi * sigma_gap) - 1) < 1e-8
sigma_mu = sigma_gap - pocket_flux(mu)[0]
sigma_1 = -flux_fit.deriv(1)(mu)
sigma_3 = -flux_fit.deriv(3)(mu)


def mott(T_):
    return -np.pi**2 * T_ / 3 * sigma_1


def cubic(T_):
    return -7 * np.pi**4 * T_**3 / 90 * sigma_3


T_low = 0.00025
assert abs(alpha_xy(mu, T_low) / mott(T_low) - 1) < 5e-3
assert abs((alpha_xy(mu, T_low) - mott(T_low)) / cubic(T_low) - 1) < 0.02

# Bulk local coefficient without subtraction: J_x = -alpha_local dT/dy
alpha_local = -(m_moment(mu, T + step) - m_moment(mu, T - step)) / (2 * step)
mu_gap = 0.016
alpha_gap = alpha_xy(mu_gap, T)
assert alpha_gap > 0

kelvin = const.physical_constants["hartree-kelvin relationship"][0]
unit_alpha = const.e * const.k / const.hbar * 1e9  # nA/K
print(f"A, b, m, c = {A}, {b}, {m}, {c} hartree")
print(f"chemical potential mu = {mu} hartree")
print(f"temperature T = {T} hartree = {T * kelvin:.1f} K")
print(f"upper band minimum = {edge:.4f} hartree")
print(f"lower band maximum = {e_low.max():.4f} hartree")
print(f"test point kx, ky = {kx0}, {ky0} (1/lattice constant)")
print(f"curvature there = {curv0:.5f} lattice constant^2")
print(f"velocity shift/(field*curvature) = {shift / field / curv0:.5f}")
print(f"sigma_xy in gap, T=0 = {2 * np.pi * sigma_gap:.5f} e^2/h")
print(f"sigma_xy at mu, T=0 = {2 * np.pi * sigma_mu:.5f} e^2/h")
print(f"d sigma_xy/d mu = {sigma_1:.5f} a.u.")
print(f"d3 sigma_xy/d mu3 = {sigma_3:.5e} a.u.")
print(f"alpha_xy, entropy formula = {alpha:.6e} a.u.")
print(f"alpha_xy, energy integral = {alpha_energy:.6e} a.u.")
print(f"alpha_xy, Mott = {mott(T):.6e} a.u.")
print(f"cubic correction = {cubic(T):.6e} a.u.")
print(f"alpha_xy, Mott + cubic = {mott(T) + cubic(T):.6e} a.u.")
print(f"alpha_xy converted = {alpha * unit_alpha:.5f} nA/K")
print(f"bulk local coefficient, no subtraction = {alpha_local:.6e} a.u.")
for temp in (0.00025, 0.0005, 0.001, 0.002, 0.004, 0.008):
    ratio = alpha_xy(mu, temp) / mott(temp)
    print(f"T = {temp:.5f} hartree: alpha_xy/Mott = {ratio:.5f}")
print(f"gap case mu = {mu_gap} hartree, T = {T} hartree")
print(f"gap case alpha_xy = {alpha_gap:.6e} a.u. (Mott slope zero)")
print(f"strip T_cold, T_hot = {T_cold}, {T_hot} hartree")
print(f"strip lower edge current = {lower_edge_cold:.6e} a.u.")
print(f"strip interior current = {interior:.6e} a.u.")
print(f"interior from moment formula = {interior_formula:.6e} a.u.")
print(f"strip upper edge current = {upper_edge[1]:.6e} a.u.")
print(f"strip total current = {strip_total:.6e} a.u.")
print(f"minus integral of alpha_xy dT = {strip_formula:.6e} a.u.")
print("every check passed")
```

It prints:

```
A, b, m, c = 0.05, 0.05, -0.02, 0.01 hartree
chemical potential mu = 0.03 hartree
temperature T = 0.001 hartree = 315.8 K
upper band minimum = 0.0200 hartree
lower band maximum = -0.0200 hartree
test point kx, ky = 0.4, 0.3 (1/lattice constant)
curvature there = 1.32269 lattice constant^2
velocity shift/(field*curvature) = 0.99993
sigma_xy in gap, T=0 = 1.00000 e^2/h
sigma_xy at mu, T=0 = 0.73020 e^2/h
d sigma_xy/d mu = -3.21495 a.u.
d3 sigma_xy/d mu3 = -1.34484e+04 a.u.
alpha_xy, entropy formula = 1.067851e-02 a.u.
alpha_xy, energy integral = 1.067851e-02 a.u.
alpha_xy, Mott = 1.057675e-02 a.u.
cubic correction = 1.018887e-04 a.u.
alpha_xy, Mott + cubic = 1.067864e-02 a.u.
alpha_xy converted = 0.22399 nA/K
bulk local coefficient, no subtraction = 5.252337e-03 a.u.
T = 0.00025 hartree: alpha_xy/Mott = 1.00060
T = 0.00050 hartree: alpha_xy/Mott = 1.00243
T = 0.00100 hartree: alpha_xy/Mott = 1.00962
T = 0.00200 hartree: alpha_xy/Mott = 1.01182
T = 0.00400 hartree: alpha_xy/Mott = 0.89294
T = 0.00800 hartree: alpha_xy/Mott = 0.64711
gap case mu = 0.016 hartree, T = 0.001 hartree
gap case alpha_xy = 5.879816e-04 a.u. (Mott slope zero)
strip T_cold, T_hot = 0.01, 0.012 hartree
strip lower edge current = -2.058029e-03 a.u.
strip interior current = 6.937079e-05 a.u.
interior from moment formula = 6.923056e-05 a.u.
strip upper edge current = 1.867789e-03 a.u.
strip total current = -1.208693e-04 a.u.
minus integral of alpha_xy dT = -1.210095e-04 a.u.
every check passed
```
